# Rotation of Closed Shells and Off-Diagonal Multipliers in Hartree-Fock Theory: test program

```python
"""Rotation of two shells of equal l in radial Hartree-Fock theory.

Result under test: for two filled shells the energy is unchanged by
P1' = cos(t) P1 + sin(t) P2, P2' = -sin(t) P1 + cos(t) P2, so the off-diagonal
multiplier can be rotated to zero.  For 1s^2 2s the energy depends on t and the
multiplier is fixed: lambda = -R0(1s2s,2s2s), a Slater integral.

Symbols: I = one-electron integral, F0 and G0 = direct and exchange Slater
integrals, R0(ab,cd) = integral of Pa Pb (r) Pc Pd (r') / r_greater,
J and K = radial direct and exchange operators, eps = multiplier matrix.
Hartree atomic units; radial basis functions r^(l+1) exp(-zeta r).
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from sympy.physics.wigner import gaunt, wigner_3j
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def slater_tensor(pair, power, k):
    """Integrals of r1^power r2^power exp(-a r1 - b r2) r<^k / r>^(k+1)."""
    a = pair[:, :, None, None]
    b = pair[None, None, :, :]
    m = power - k - 1
    total = 0.0
    for outer in (a, b):
        for j in range(m + 1):
            top = factorial(m) / factorial(j) * factorial(power + k + j)
            total = total + top / (outer**(m - j + 1)
                                   * (a + b)**(power + k + j + 1))
    return total


def build(zeta, l, Z, ks):
    """One- and two-electron integrals in an orthonormalized basis."""
    n = l + 1
    pair = zeta[:, None] + zeta[None, :]
    S = factorial(2*n) / pair**(2*n + 1)
    inv_r = factorial(2*n - 1) / pair**(2*n)
    h = -0.5 * zeta[None, :]**2 * S + (n*zeta[None, :] - Z) * inv_r
    norm = 1 / np.sqrt(np.diag(S))
    w, U = np.linalg.eigh(S * np.outer(norm, norm))
    X = norm[:, None] * ((U / np.sqrt(w)) @ U.T)
    h = X.T @ h @ X
    V = {}
    for k in ks:
        T = slater_tensor(pair, 2*n, k)
        for _ in range(4):
            T = np.tensordot(T, X, axes=(0, 0))
        V[k] = T
    return 0.5 * (h + h.T), V, X


def R(V, a, b, c, d):
    return float(a @ (V @ d @ c) @ b)


def JK(V, c):
    J = np.einsum("pqrs,r,s->pq", V, c, c)
    K = np.einsum("prqs,r,s->pq", V, c, c)
    return J, K


def rotate(p1, p2, t):
    return np.cos(t)*p1 + np.sin(t)*p2, -np.sin(t)*p1 + np.cos(t)*p2


def pieces(h, V, a, b):
    return dict(I1=a @ h @ a, I2=b @ h @ b, F11=R(V, a, a, a, a),
                F22=R(V, b, b, b, b), F12=R(V, a, a, b, b),
                G12=R(V, a, b, a, b))


def energy_closed(h, V, a, b):
    q = pieces(h, V, a, b)
    return (2*q["I1"] + 2*q["I2"] + q["F11"] + q["F22"]
            + 4*q["F12"] - 2*q["G12"])


def energy_open(h, V, a, b):
    q = pieces(h, V, a, b)
    return 2*q["I1"] + q["I2"] + q["F11"] + 2*q["F12"] - q["G12"]


def closed_operator(h, V, a, b):
    J1, K1 = JK(V, a)
    J2, K2 = JK(V, b)
    return h + 2*J1 + 2*J2 - K1 - K2


def open_operators(h, V, a, b):
    J1, K1 = JK(V, a)
    J2, K2 = JK(V, b)
    F2 = h + 2*J1 - K1
    return F2 + J2 - 0.5*K2, F2


def gaussian_energy(symbol, spin):
    shells = [[0, [0.02 * 2.2**i, 1.0]] for i in range(18)]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                spin=spin, verbose=0)
    mf = scf.ROHF(mol) if spin else scf.RHF(mol)
    mf.conv_tol = 1e-10
    value = mf.kernel()
    assert mf.converged
    return value


zeta = 0.4 * 1.6**np.arange(8)
angle = np.radians(30.0)
print(f"Slater exponents: {zeta[0]:.2f} to {zeta[-1]:.2f} 1/bohr, "
      f"ratio 1.6, count {len(zeta)}")

# Be 1s^2 2s^2: both shells filled
h, Vs, X = build(zeta, 0, 4.0, [0])
V = Vs[0]
C = np.linalg.eigh(h)[1]
for _ in range(300):
    F = closed_operator(h, V, C[:, 0], C[:, 1])
    occupied = C[:, :2] @ C[:, :2].T
    C = np.linalg.eigh(F + 0.3*(np.eye(len(h)) - occupied))[1]
a, b = C[:, 0], C[:, 1]
F = closed_operator(h, V, a, b)
e1, e2 = a @ F @ a, b @ F @ b
assert np.linalg.norm(F @ a - e1*a) + np.linalg.norm(F @ b - e2*b) < 1e-7
E_be = energy_closed(h, V, a, b)
E_be_gauss = gaussian_energy("Be", 0)
assert abs(E_be - E_be_gauss) < 5e-4  # two different finite bases
ar, br = rotate(a, b, angle)
E_rot = energy_closed(h, V, ar, br)
Fr = closed_operator(h, V, ar, br)
eps = np.array([[ar @ Fr @ ar, ar @ Fr @ br], [br @ Fr @ ar, br @ Fr @ br]])
assert abs(E_rot - E_be) < 1e-8
assert np.linalg.norm(Fr @ ar - eps[0, 0]*ar - eps[0, 1]*br) < 1e-7
assert abs(eps[0, 1] - 0.5*(e2 - e1)*np.sin(2*angle)) < 1e-7
step = 1e-4
slope = (energy_closed(h, V, ar + step*br, br)
         - energy_closed(h, V, ar - step*br, br)) / (2*step)
assert abs(slope/4 - eps[0, 1]) < 1e-6
back = 0.5*np.arctan(2*eps[0, 1] / (eps[0, 0] - eps[1, 1]))
ab, bb = rotate(ar, br, back)
left = ab @ closed_operator(h, V, ab, bb) @ bb
assert abs(left) < 1e-7
print(f"Be energy, Slater basis: {E_be:.6f} hartree")
print(f"Be energy, Gaussian basis: {E_be_gauss:.6f} hartree")
print(f"Be eps11, eps22 canonical: {e1:.6f}, {e2:.6f} hartree")
before, after = pieces(h, V, a, b), pieces(h, V, ar, br)
for name in before:
    print(f"Be {name} at 0 and 30 deg: {before[name]:.6f}, "
          f"{after[name]:.6f} hartree")
print(f"Be energy after 30 deg: {E_rot:.6f} hartree")
print(f"Be energy change: {abs(E_rot - E_be):.1e} hartree")
print(f"Be eps11, eps22 after 30 deg: {eps[0,0]:.6f}, {eps[1,1]:.6f} hartree")
print(f"Be eps12 after 30 deg: {eps[0,1]:.6f} hartree")
print(f"Be angle that removes eps12: {np.degrees(back):.4f} deg")
print(f"Be |eps12| after removal: {abs(left):.1e} hartree")

# Li 1s^2 2s: a filled and a half-filled shell with shared 1s function
h, Vs, X = build(zeta, 0, 3.0, [0])
V = Vs[0]
C = np.linalg.eigh(h)[1]
for _ in range(400):
    F1, F2 = open_operators(h, V, C[:, 0], C[:, 1])
    M1, M2 = C.T @ F1 @ C, C.T @ F2 @ C
    M = M1.copy()
    M[1, 1:] = M2[1, 1:]
    M[1:, 1] = M2[1:, 1]
    M[0, 1] = M[1, 0] = 2*M1[0, 1] - M2[0, 1]
    M[2:, 2:] += 0.3*np.eye(len(h) - 2)
    C = C @ np.linalg.eigh(M)[1]
slope_origin = X.sum(axis=0)
a = C[:, 0] * np.sign(slope_origin @ C[:, 0])
b = C[:, 1] * np.sign(slope_origin @ C[:, 1])
F1, F2 = open_operators(h, V, a, b)
e11, e12 = a @ F1 @ a, b @ F1 @ a
e22, e21 = b @ F2 @ b, a @ F2 @ b
assert np.linalg.norm(F1 @ a - e11*a - e12*b) < 1e-7
assert np.linalg.norm(F2 @ b - e22*b - e21*a) < 1e-7
E_li = energy_open(h, V, a, b)
E_li_gauss = gaussian_energy("Li", 1)
assert abs(E_li - E_li_gauss) < 5e-4  # two different finite bases
R1222 = R(V, a, b, b, b)
lam_a = (energy_open(h, V, a + step*b, b)
         - energy_open(h, V, a - step*b, b)) / (4*step)
lam_b = (energy_open(h, V, a, b + step*a)
         - energy_open(h, V, a, b - step*a)) / (4*step)
assert abs(lam_a + R1222) < 1e-6 and abs(lam_b + R1222) < 1e-6
assert abs(2*e12 - e21) < 1e-7 and abs(R1222) > 1e-4
print(f"Li energy, Slater basis: {E_li:.6f} hartree")
print(f"Li energy, Gaussian basis: {E_li_gauss:.6f} hartree")
print(f"Li eps11, eps22: {e11:.6f}, {e22:.6f} hartree")
print(f"Li eps12, eps21: {e12:.6f}, {e21:.6f} hartree")
print(f"Li lambda from varying 1s, 2s: {lam_a:.6f}, {lam_b:.6f} hartree")
print(f"Li R0(1s2s,2s2s): {R1222:.6f} hartree = {R1222*HARTREE_EV:.4f} eV")

# Sign of the Slater integral, by quadrature on a radial grid
r = np.linspace(0, 40, 80001)[1:]
shapes = r[:, None] * np.exp(-np.outer(r, zeta))
P1, P2 = shapes @ (X @ a), shapes @ (X @ b)
inside = cumulative_trapezoid(P2**2, r, initial=0)
outside = cumulative_trapezoid(P2**2 / r, r, initial=0)
V22 = inside/r + outside[-1] - outside
node = np.where(P2[:-1]*P2[1:] < 0)[0][0]
integrand = P1*P2*(V22 - V22[node])
positive = trapezoid(np.maximum(integrand, 0), r)
negative = trapezoid(np.minimum(integrand, 0), r)
assert abs(positive + negative - R1222) < 2e-6
assert np.all(np.diff(V22) < 1e-10) and abs(negative) < 0.1*positive
print(f"Li 2s node radius: {r[node]:.3f} bohr")
print(f"Li integrand, positive part: {positive:.6f} hartree")
print(f"Li integrand, negative part: {negative:.1e} hartree")

# Energy along the rotation
Fc = closed_operator(h, V, a, b)
f11, f22 = a @ Fc @ a, b @ Fc @ b
print(f"Li f11, f22: {f11:.6f}, {f22:.6f} hartree")
for degrees in (1, 10, 30, 90):
    t = np.radians(degrees)
    rise = energy_open(h, V, *rotate(a, b, t)) - E_li
    assert abs(rise - (f22 - f11)*np.sin(t)**2) < 1e-7
    print(f"Li energy rise at {degrees} deg: {rise:.6f} hartree")


def energy_split(up1, up2, down):
    """Two spin-up functions and an independent spin-down function."""
    one = up1 @ h @ up1 + up2 @ h @ up2 + down @ h @ down
    two = R(V, up1, up1, up2, up2) - R(V, up1, up2, up1, up2)
    return (one + two + R(V, up1, up1, down, down)
            + R(V, up2, up2, down, down))


ar, br = rotate(a, b, angle)
split_change = energy_split(ar, br, a) - E_li
assert abs(split_change) < 1e-8
print(f"Li change, only spin-up rotated 30 deg: {abs(split_change):.1e} hartree")


def energy_1s2s(p, q, sign):
    return p @ h @ p + q @ h @ q + R(V, p, p, q, q) + sign*R(V, p, q, p, q)


triplet = energy_1s2s(ar, br, -1) - energy_1s2s(a, b, -1)
singlet = energy_1s2s(ar, br, 1) - energy_1s2s(a, b, 1)
assert abs(triplet) < 1e-8 and abs(singlet) > 1e-2
print(f"1s2s triplet change at 30 deg: {abs(triplet):.1e} hartree")
print(f"1s2s singlet change at 30 deg: {singlet:.6f} hartree")

# Li equations with the off-diagonal multiplier dropped
p, q = a.copy(), b.copy()
for _ in range(400):
    G1, G2 = open_operators(h, V, p, q)
    w1, U1 = np.linalg.eigh(G1)
    w2, U2 = np.linalg.eigh(G2)
    p = U1[:, 0] * np.sign(U1[:, 0] @ a)
    q = U2[:, 1] * np.sign(U2[:, 1] @ b)
G1, G2 = open_operators(h, V, p, q)
z1, z2 = p @ G1 @ p, q @ G2 @ q
assert np.linalg.norm(G1 @ p - z1*p) + np.linalg.norm(G2 @ q - z2*q) < 1e-7
overlap = p @ q
predicted = R(V, p, q, q, q) / (2*(z1 - z2))
assert abs(overlap - predicted) < 1e-7 and abs(overlap) > 1e-5
q_orth = q - overlap*p
q_orth /= np.linalg.norm(q_orth)
penalty = energy_open(h, V, p, q_orth) - E_li
assert penalty > 1e-8
print(f"Li eps1, eps2 with lambda dropped: {z1:.6f}, {z2:.6f} hartree")
print(f"Li R0(12,22) with lambda dropped: {R(V, p, q, q, q):.6f} hartree")
print(f"Li overlap with lambda dropped: {overlap:.6f}")
print(f"Li energy penalty after orthogonalizing: {penalty*1e6:.3f} microhartree")

# Two p shells: explicit sum over spin-orbitals of one determinant
hp, Vp, _ = build(np.array([8.0, 3.0]), 1, 20.0, [0, 2])
ck = {(k, m, n): float(sqrt(4*pi/(2*k + 1)) * (-1)**m
                      * gaunt(1, k, 1, -m, m - n, n))
      for k in (0, 2) for m in (-1, 0, 1) for n in (-1, 0, 1)}


def determinant_energy(functions, occupied):
    direct = {(k, i, j): R(Vp[k], functions[i], functions[i],
                           functions[j], functions[j])
              for k in (0, 2) for i in (0, 1) for j in (0, 1)}
    exchange = {(k, i, j): R(Vp[k], functions[i], functions[j],
                             functions[i], functions[j])
                for k in (0, 2) for i in (0, 1) for j in (0, 1)}
    total = sum(functions[i] @ hp @ functions[i] for i, m, s in occupied)
    for i, m, s in occupied:
        for j, n, u in occupied:
            for k in (0, 2):
                total += 0.5*ck[k, m, m]*ck[k, n, n]*direct[k, i, j]
                if s == u:
                    total -= 0.5*ck[k, m, n]**2*exchange[k, i, j]
    return total


full = [(i, m, s) for i in (0, 1) for m in (-1, 0, 1) for s in (0, 1)]
start = tuple(np.eye(2))
turned = rotate(*start, angle)
E_p = determinant_energy(start, full)
change_full = determinant_energy(turned, full) - E_p
change_hole = (determinant_energy(turned, full[:-1])
               - determinant_energy(start, full[:-1]))
density = sum(np.outer(c, c) for c in turned)
N = 6
E_density = N*np.trace(hp @ density)
E_density += N**2/2*np.einsum("pqrs,pq,rs", Vp[0], density, density)
for k in (0, 2):
    E_density -= (N**2/4*float(wigner_3j(1, k, 1, 0, 0, 0)**2)
                  * np.einsum("pqrs,pr,qs", Vp[k], density, density))
assert abs(change_full) < 1e-8 and abs(E_density - E_p) < 1e-8
assert abs(change_hole) > 1e-2
print(f"p6 p6 model energy: {E_p:.6f} hartree")
print(f"p6 p6 model change at 30 deg: {abs(change_full):.1e} hartree")
print(f"p6 p5 model change at 30 deg: {change_hole:.6f} hartree")
print("verified")
```

Output:

```
Slater exponents: 0.40 to 10.74 1/bohr, ratio 1.6, count 8
Be energy, Slater basis: -14.572949 hartree
Be energy, Gaussian basis: -14.572999 hartree
Be eps11, eps22 canonical: -4.732764, -0.309311 hartree
Be I1 at 0 and 30 deg: -7.942084, -6.523453 hartree
Be I2 at 0 and 30 deg: -1.588790, -3.007421 hartree
Be F11 at 0 and 30 deg: 2.272969, 1.748955 hartree
Be F22 at 0 and 30 deg: 0.343128, 0.444648 hartree
Be F12 at 0 and 30 deg: 0.480850, 0.692097 hartree
Be G12 at 0 and 30 deg: 0.025350, 0.236597 hartree
Be energy after 30 deg: -14.572949 hartree
Be energy change: 1.2e-14 hartree
Be eps11, eps22 after 30 deg: -3.626901, -1.415174 hartree
Be eps12 after 30 deg: 1.915411 hartree
Be angle that removes eps12: -30.0000 deg
Be |eps12| after removal: 1.1e-15 hartree
Li energy, Slater basis: -7.432687 hartree
Li energy, Gaussian basis: -7.432721 hartree
Li eps11, eps22: -2.477464, -0.196287 hartree
Li eps12, eps21: -0.001438, -0.002875 hartree
Li lambda from varying 1s, 2s: -0.002875, -0.002875 hartree
Li R0(1s2s,2s2s): 0.002875 hartree = 0.0782 eV
Li 2s node radius: 0.832 bohr
Li integrand, positive part: 0.002879 hartree
Li integrand, negative part: -4.2e-06 hartree
Li f11, f22: -2.161676, 0.037958 hartree
Li energy rise at 1 deg: 0.000670 hartree
Li energy rise at 10 deg: 0.066327 hartree
Li energy rise at 30 deg: 0.549909 hartree
Li energy rise at 90 deg: 2.199634 hartree
Li change, only spin-up rotated 30 deg: 6.2e-15 hartree
1s2s triplet change at 30 deg: 8.9e-16 hartree
1s2s singlet change at 30 deg: 0.338560 hartree
Li eps1, eps2 with lambda dropped: -2.477472, -0.196280 hartree
Li R0(12,22) with lambda dropped: 0.002604 hartree
Li overlap with lambda dropped: -0.000571
Li energy penalty after orthogonalizing: 0.795 microhartree
p6 p6 model energy: -305.383852 hartree
p6 p6 model change at 30 deg: 5.7e-14 hartree
p6 p5 model change at 30 deg: 0.533459 hartree
verified
```
